**Lany–Zunger image correction in a cubic supercell**

The program examines E_LZ = αq²/(8πε₀εL) · [1 − (π/3α)(1 − 1/ε)], where q is the defect charge, L the cell side, ε the dielectric constant of the host and α the Madelung constant of the cubic point-charge lattice. It asserts that π/(3α) rounds to 0.369 and that α and the second-moment constant agree with a direct sum over neutral cubes. Further assertions cover the two-term energy formula for charged balls, the uniform spreading of the screening charge on a grid, and its second moment from a Fourier series. A screened lattice sum confirms that a linear dielectric with zero-average potential has an unreduced 1/L term, so the factor rests on the Lany–Zunger closure. The mean potential outside the inscribed sphere gives an alignment term of 0.3694 of the leading correction, close to the coefficient 0.3691 but not identical to it. For a doubly charged oxygen vacancy in a 3×3×3 SrTiO₃ cell with fixed ions and rough typical inputs, the output shows a leading correction of 1.397 eV and a reduced one of 0.984 eV. Adding the alignment from far atomic sites gives 1.472 eV.

## Verification by program

```python
"""
Lany-Zunger image correction for a charge q in a cubic supercell of side L:
  E_LZ = alpha q^2/(8 pi eps0 eps L) * [1 - pi/(3 alpha) * (1 - 1/eps)]
alpha: Madelung constant of a point-charge lattice in a uniform background
eps:   relative dielectric constant of the host
Q:     integral of charge density times r^2 over the cube
The factor follows from putting the uniformly spread screening charge into
the second-moment term. The tests also show what this closure leaves out.
Reduced units in the tests: length L, charge q, energy q^2/(4 pi eps0 L).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc

pi = np.pi


def integer_vectors(nmax):
    axis = np.arange(-nmax, nmax + 1)
    return np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T


def nonzero_vectors(nmax):
    n = integer_vectors(nmax)
    return n[np.any(n != 0, axis=1)]


def ewald_potential(points, eta=3.0):
    """Zero-average potential of a unit point-charge lattice."""
    result = np.full(len(points), -pi / eta**2)
    for n in integer_vectors(1):
        r = np.linalg.norm(points - n, axis=1)
        result += erfc(eta * r) / r
    g = 2 * pi * nonzero_vectors(5)
    g2 = np.sum(g**2, axis=1)
    weights = 4 * pi * np.exp(-g2 / (4 * eta**2)) / g2
    return result + np.cos(points @ g.T) @ weights


def madelung(eta):
    n = nonzero_vectors(3)
    r = np.linalg.norm(n, axis=1)
    g2 = (2 * pi * r)**2
    real_part = np.sum(erfc(eta * r) / r)
    wave_part = np.sum(4 * pi * np.exp(-g2 / (4 * eta**2)) / g2)
    return 2 * eta / np.sqrt(pi) + pi / eta**2 - real_part - wave_part


alpha = madelung(1.8)
assert abs(alpha - madelung(2.0)) < 1e-7
shape = pi / (3 * alpha)
assert round(shape, 3) == 0.369

# Direct sum over neutral cubes: point charge plus its own background cube.
# Its potential differs from the zero-average one by the moment constant.
nodes, weights = np.polynomial.legendre.leggauss(6)
x, y, z = np.meshgrid(nodes / 2, nodes / 2, nodes / 2)
cube_points = np.array([x.ravel(), y.ravel(), z.ravel()]).T
cube_weights = np.einsum("i,j,k->ijk", weights, weights, weights).ravel() / 8
u20, w20 = np.polynomial.legendre.leggauss(20)
uu, vv = np.meshgrid(u20, u20)
cube_center = 0.75 * np.sum(np.outer(w20, w20) / np.sqrt(1 + uu**2 + vv**2))
direct = -cube_center
for n in nonzero_vectors(8):
    distance = np.linalg.norm(cube_points + n, axis=1)
    direct += 1 / np.linalg.norm(n) - np.sum(cube_weights / distance)
# The finite sum leaves a small hexadecapole tail.
assert abs(direct - (-alpha + pi / 6)) < 5e-4

# Two-term energy formula for compact charge: uniformly charged balls.
g_ball = 2 * pi * np.linalg.norm(nonzero_vectors(30), axis=1)
for radius in (0.30, 0.45):
    t = g_ball * radius
    form = 3 * (np.sin(t) - t * np.cos(t)) / t**3
    periodic = 2 * pi * np.sum(form**2 / g_ball**2)
    isolated = 0.6 / radius
    moment = 0.6 * radius**2
    predicted = -alpha / 2 + 2 * pi * moment / 3
    # Tolerance covers the truncated reciprocal sum of a sharp ball.
    assert abs(periodic - isolated - predicted) < 5e-5

# Polarization iterated on a grid: where does the induced charge go?
size, eps_grid = 12, 5.0
k_axis = 2 * pi * np.fft.fftfreq(size)
kx, ky, kz = np.meshgrid(k_axis, k_axis, k_axis, indexing="ij")
laplace = 4 * (np.sin(kx / 2)**2 + np.sin(ky / 2)**2 + np.sin(kz / 2)**2)
laplace[0, 0, 0] = 1.0
external = np.zeros((size, size, size))
external[0, 0, 0] = 1.0
polarization = np.zeros((3, size, size, size))
for _ in range(60):
    induced = -sum(polarization[i] - np.roll(polarization[i], 1, i)
                   for i in range(3))
    transform = np.fft.fftn(external + induced) / laplace
    transform[0, 0, 0] = 0.0
    phi = np.fft.ifftn(transform).real
    field = np.array([phi - np.roll(phi, -1, i) for i in range(3)])
    polarization += 0.15 * ((eps_grid - 1) * field - polarization)
induced = -sum(polarization[i] - np.roll(polarization[i], 1, i)
               for i in range(3))
far_charge = induced.ravel()[1:] * size**3
assert np.max(np.abs(far_charge - (1 - 1 / eps_grid))) < 1e-8
assert abs(induced.sum()) < 1e-10


# Second moment of the periodic screened density from its Fourier series.
def moment_series(eps, inverse_length=None):
    n = np.arange(1, 100001)
    if inverse_length is None:
        density = np.full(len(n), 1 / eps)
    else:
        k2 = inverse_length**2
        density = 1 - (1 - 1 / eps) * k2 / (k2 + (2 * pi * n)**2)
    signs = 1.0 - 2.0 * (n % 2)
    return 0.25 + 6 * np.sum(density * signs / (2 * pi**2 * n**2))


for eps in (2.0, 5.0, 12.0, 300.0):
    spread = 1 - 1 / eps
    Q_numeric = moment_series(eps)
    assert abs(Q_numeric - spread / 4) < 1e-8
    factor_numeric = 1 - (2 * pi * Q_numeric / 3) / (alpha / 2)
    assert abs(factor_numeric - (1 - 0.369 * spread)) < 5e-4
    Q_cloud = moment_series(eps, 30.0)
    assert abs(Q_cloud - spread * (0.25 - 6 / 30.0**2)) < 1e-5

# Truncation test: exact energies of the point-plus-uniform-cube density.
u01, w01 = (u20 + 1) / 2, w20 / 2
t, u, v = np.meshgrid(u01, u01, u01, indexing="ij")
w3 = np.einsum("i,j,k->ijk", w01, w01, w01)
cube_self = 12 * np.sum(w3 * t * (1 - t) * (1 - t * u) * (1 - t * v)
                        / np.sqrt(1 + u**2 + v**2))


def untruncated_shape(eps):
    s, spread = 1 / eps, 1 - 1 / eps
    difference = -(s**2 * alpha / 2 + s * spread * cube_center
                   + spread**2 * cube_self)
    return (alpha / 2 + difference) / (alpha / 2 * spread)


assert abs(untruncated_shape(5.0) - shape) < 0.05

# Linear dielectric with a finite screening cloud, zero-average potential:
# the 1/L term carries no reduction factor.
eps, k_cloud, sigma = 5.0, 20.0, 0.06
spread = 1 - 1 / eps
g = 2 * pi * np.linalg.norm(nonzero_vectors(20), axis=1)


def screened(gval):
    response = 1 / eps + spread * gval**2 / (gval**2 + k_cloud**2)
    return np.exp(-(gval * sigma)**2) * response


lattice_energy = 2 * pi * np.sum(screened(g) / g**2)
isolated_energy = quad(screened, 0, 150, limit=200, epsabs=1e-11)[0] / pi
expected = ((-alpha / 2 + 2 * pi * sigma**2) / eps
            - 2 * pi * spread / k_cloud**2)
assert abs(lattice_energy - isolated_energy - expected) < 1e-6


# Mean potential outside a sphere centred on the defect.
def outside_mean(radius):
    inside = (2 * pi * radius**2 - 4 * pi * alpha * radius**3 / 3
              + 8 * pi**2 * radius**5 / 15)
    return -inside / (1 - 4 * pi * radius**3 / 3)


axis = (np.arange(16) + 0.5) / 32
octant = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
for radius in (0.40, 0.50):
    chosen = octant[np.linalg.norm(octant, axis=1) >= radius]
    sampled = ewald_potential(chosen).mean()
    # Tolerance covers the stepped edge of the sphere on the grid.
    assert abs(sampled - outside_mean(radius)) < 0.005
align_fraction = -outside_mean(0.5) / (alpha / 2)
assert abs(align_fraction - shape) < 0.001

# Example: doubly positive oxygen vacancy in SrTiO3, rough typical inputs.
a_nm, repeats, charge = 0.39, 3, 2
eps_el, eps_static, eps_hot = 5.0, 300.0, 200.0
cloud_nm = 0.06
landau = 7e9          # cubic coefficient in E(P), V m^5/C^3, rough
L_nm = a_nm * repeats
coulomb = const.e / (4 * pi * const.epsilon_0) * 1e9
unit_eV = charge**2 * coulomb / L_nm


def leading(eps):
    return unit_eV * alpha / (2 * eps)


def factor(eps):
    return 1 - shape * (1 - 1 / eps)


basis = np.array([[0, 0, 0], [.5, .5, .5], [.5, .5, 0],
                  [.5, 0, .5], [0, .5, .5]])
cells = np.array(np.meshgrid(*[np.arange(repeats)] * 3)).reshape(3, -1).T
sites = (cells[:, None, :] + basis[None] - basis[2]).reshape(-1, 3) / repeats
sites -= np.round(sites)
site_r = np.linalg.norm(sites, axis=1)
far_sites = sites[site_r >= 0.5 - 1e-9]
site_mean = ewald_potential(far_sites).mean()
assert site_mean < 0
align_sites = -unit_eV * site_mean / eps_el
align_sphere = -unit_eV * outside_mean(0.5) / eps_el
main = leading(eps_el)
reduced = main * factor(eps_el)
overshoot = (reduced + align_sphere) / main - 1
assert abs(overshoot - shape / eps_el) < 0.001

spread_el = 1 - 1 / eps_el
cloud_energy = unit_eV * 2 * pi * spread_el * (cloud_nm / L_nm)**2
cloud_moment = 24 * (cloud_nm / L_nm)**2
shape_full = untruncated_shape(eps_el)
truncation_eV = main * spread_el * (shape - shape_full)


def displacement(r_nm):
    enclosed = 1 - 4 * pi * (r_nm / L_nm)**3 / 3
    return charge * const.e * enclosed / (4 * pi * (r_nm * 1e-9)**2)


def nonlinear_ratio(r_nm):
    P = displacement(r_nm) * (1 - 1 / eps_static)
    return landau * const.epsilon_0 * (eps_static - 1) * P**2


kT = const.k * 300 / const.e

print(f"Madelung constant alpha: {alpha:.6f}")
print(f"shape coefficient pi/(3 alpha): {shape:.5f}")
print(f"neutral-cube direct potential at charge: {direct:.5f} q/(4pi eps0 L)")
print(f"same from -alpha + pi/6: {-alpha + pi / 6:.5f} q/(4pi eps0 L)")
print(f"grid test, eps: {eps_grid:.1f}")
print(f"grid test, far induced charge: {far_charge.mean():.6f} q/volume")
print(f"uniform cube self-energy: {cube_self:.5f} q^2/(4pi eps0 L)")
print(f"integral of 1/r over unit cube: {cube_center:.5f}")
print(f"screened lattice test, energy: "
      f"{lattice_energy - isolated_energy:.6f} q^2/(4pi eps0 L)")
print(f"screened lattice test, formula: {expected:.6f} q^2/(4pi eps0 L)")
print(f"alignment fraction outside r=L/2: {align_fraction:.5f}")
print(f"alignment fraction outside r=0.4L: "
      f"{-outside_mean(0.4) / (alpha / 2):.5f}")
print("SrTiO3 example, rough inputs")
print(f"lattice constant: {a_nm:.2f} nm")
print(f"supercell side L: {L_nm:.2f} nm")
print(f"defect charge: {charge:d} e")
print(f"electronic dielectric constant: {eps_el:.0f}")
print(f"static dielectric constant near 300 K: {eps_static:.0f}")
print(f"static dielectric constant when hotter: {eps_hot:.0f}")
print(f"e^2/(4pi eps0): {coulomb:.5f} eV nm")
print(f"energy unit q^2/(4pi eps0 L): {unit_eV:.4f} eV")
print(f"spread charge: {charge * spread_el:.3f} e")
print(f"second moment Q: {charge * spread_el * L_nm**2 / 4:.4f} e nm^2")
print(f"leading correction, fixed ions: {main:.4f} eV")
print(f"reduction factor, fixed ions: {factor(eps_el):.4f}")
print(f"second-moment reduction: {main - reduced:.4f} eV")
print(f"reduced correction, fixed ions: {reduced:.4f} eV")
print(f"reduced correction, fixed ions: {reduced * const.e:.3e} J")
print(f"far atomic sites used: {len(far_sites):d}")
print(f"alignment term from far sites: {align_sites:.4f} eV")
print(f"alignment term, outside-sphere mean: {align_sphere:.4f} eV")
print(f"reduced plus site alignment: {reduced + align_sites:.4f} eV")
print(f"reduced plus sphere alignment: {reduced + align_sphere:.4f} eV")
print(f"overshoot with sphere alignment: {100 * overshoot:.2f} %")
print(f"leading correction, relaxed ions: {leading(eps_static):.4f} eV")
print(f"reduction factor, relaxed ions: {factor(eps_static):.4f}")
print(f"reduced correction, relaxed ions: "
      f"{leading(eps_static) * factor(eps_static):.4f} eV")
print(f"reduced correction, relaxed and hotter: "
      f"{leading(eps_hot) * factor(eps_hot):.4f} eV")
print(f"thermal energy at 300 K: {kT:.4f} eV")
print("Neglected effects")
print(f"screening length, rough: {cloud_nm:.2f} nm")
print(f"cloud change of second moment: {100 * cloud_moment:.2f} %")
print(f"finite-cloud energy, L^-3 term: {cloud_energy:.4f} eV")
print(f"shape coefficient without truncation: {shape_full:.4f}")
print(f"truncation effect on correction: {truncation_eV:.4f} eV")
print(f"cubic coefficient in E(P), rough: {landau:.1e} V m^5/C^3")
for r_nm, name in ((L_nm / 2, "L/2"), (a_nm / 2, "nearest Ti")):
    D = displacement(r_nm)
    E_field = D / (const.epsilon_0 * eps_static) / 1e8
    print(f"displacement at {name}: {D * 100:.2f} uC/cm2")
    print(f"linear static field at {name}: {E_field:.3f} MV/cm")
    print(f"nonlinear/linear field at {name}: {nonlinear_ratio(r_nm):.3f}")
print("every check passed")
```

Printed output:

```
Madelung constant alpha: 2.837297
shape coefficient pi/(3 alpha): 0.36908
neutral-cube direct potential at charge: -2.31378 q/(4pi eps0 L)
same from -alpha + pi/6: -2.31370 q/(4pi eps0 L)
grid test, eps: 5.0
grid test, far induced charge: 0.800000 q/volume
uniform cube self-energy: 0.94116 q^2/(4pi eps0 L)
integral of 1/r over unit cube: 2.38008
screened lattice test, energy: -0.291772 q^2/(4pi eps0 L)
screened lattice test, formula: -0.291772 q^2/(4pi eps0 L)
alignment fraction outside r=L/2: 0.36944
alignment fraction outside r=0.4L: 0.28756
SrTiO3 example, rough inputs
lattice constant: 0.39 nm
supercell side L: 1.17 nm
defect charge: 2 e
electronic dielectric constant: 5
static dielectric constant near 300 K: 300
static dielectric constant when hotter: 200
e^2/(4pi eps0): 1.43996 eV nm
energy unit q^2/(4pi eps0 L): 4.9230 eV
spread charge: 1.600 e
second moment Q: 0.5476 e nm^2
leading correction, fixed ions: 1.3968 eV
reduction factor, fixed ions: 0.7047
second-moment reduction: 0.4124 eV
reduced correction, fixed ions: 0.9844 eV
reduced correction, fixed ions: 1.577e-19 J
far atomic sites used: 70
alignment term from far sites: 0.4881 eV
alignment term, outside-sphere mean: 0.5160 eV
reduced plus site alignment: 1.4724 eV
reduced plus sphere alignment: 1.5004 eV
overshoot with sphere alignment: 7.42 %
leading correction, relaxed ions: 0.0233 eV
reduction factor, relaxed ions: 0.6321
reduced correction, relaxed ions: 0.0147 eV
reduced correction, relaxed and hotter: 0.0221 eV
thermal energy at 300 K: 0.0259 eV
Neglected effects
screening length, rough: 0.06 nm
cloud change of second moment: 6.31 %
finite-cloud energy, L^-3 term: 0.0651 eV
shape coefficient without truncation: 0.3337
truncation effect on correction: 0.0395 eV
cubic coefficient in E(P), rough: 7.0e+09 V m^5/C^3
displacement at L/2: 3.55 uC/cm2
linear static field at L/2: 0.134 MV/cm
nonlinear/linear field at L/2: 0.023
displacement at nearest Ti: 65.76 uC/cm2
linear static field at nearest Ti: 2.476 MV/cm
nonlinear/linear field at nearest Ti: 7.960
every check passed
```
